**Thomas-Fermi atom: the bulk shrinks, the edge does not**

In the neutral Thomas-Fermi atom, a radius enclosing a fixed fraction of the electrons scales as Z^(-1/3), while the radius R_1 enclosing all but one electron rises towards (81π²/2)^(1/3) = 7.37 bohr. Here Z is the nuclear charge, b = 0.8853 Z^(-1/3) bohr is the length unit, x = r/b, and φ(x) is the screening function. The program asserts that quadrature of the density reproduces the electron count and the electrostatic potential for Z = 72. It also asserts that a boundary-value solution with no assumed tail approaches 144/x³, and that slightly wrong initial slopes make φ reach zero or turn upward. From Z = 9 to Z = 72 the half-charge radius falls from 0.801 to 0.401 bohr, while R_1 grows from 3.21 to 4.90 bohr. The approach to the limit is slow: the relative shortfall decays as Z^(-0.257) and is still 33.5 % at Z = 72. A nonrelativistic Kohn-Sham calculation of Hf with Dirac exchange, checked on hydrogenic levels and by the virial theorem, gives 0.411 bohr for the half-charge radius and 3.97 bohr for R_1. Thomas-Fermi theory is thus close for the bulk of this atom and only roughly right at its edge.

## Verification by program

```python
"""
Result under test (Hartree atomic units, neutral Thomas-Fermi atom):
radii enclosing a fixed fraction of the electrons scale as Z^(-1/3), but
the radius R_1 enclosing all but one electron rises with Z towards the
Z-independent limit (81 pi^2 / 2)^(1/3) bohr.

Symbols: Z nuclear charge, r radius, b = BETA Z^(-1/3), x = r/b,
phi(x) screening function (electron potential energy = -Z phi/r),
g = x^3 phi/144, n electron density, N_out electrons outside r.
An orbital (Kohn-Sham, local exchange) calculation of Hf is the reality check.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad, solve_ivp
from scipy.linalg import eigh_tridiagonal, solve_banded
from scipy.optimize import brentq

PI = np.pi
BOHR_PM = physical_constants["Bohr radius"][0] * 1e12
BETA = 0.5 * (3 * PI / 4) ** (2 / 3)
LAM = (np.sqrt(73) - 7) / 2
R_LIMIT = (81 * PI**2 / 2) ** (1 / 3)

# ---------- density of a filled Fermi sphere, by counting states ----------
k_fermi = 30.3
m = np.arange(-31, 32)
k_squared = (m[:, None, None]**2 + m[None, :, None]**2 + m[None, None, :]**2)
counted = 2 * np.count_nonzero(k_squared <= k_fermi**2)
box_volume = (2 * PI) ** 3
assert abs(counted / (box_volume * k_fermi**3 / (3 * PI**2)) - 1) < 5e-3


# ---------- universal function, integrated inward from its tail ----------
# Unknowns: y = ln g and q = dy/d(ln x); this form has no cancellation.
def tail_equation(t, state):
    y, q = state
    return [q, 7 * q - q * q + 12 * np.expm1(y / 2)]


delta = 1e-6
inward = solve_ivp(tail_equation, (0, -37), [-delta, LAM * delta],
                   method="DOP853", rtol=1e-11, atol=1e-15,
                   dense_output=True)
assert inward.success
y_end, q_end = inward.y[:, -1]
# The equation is scale invariant: a shift of ln x imposes phi(0) = 1.
log_phi0 = np.log(144) - 3 * inward.t[-1] + y_end + np.log(4 - q_end)


def screening(x):
    """phi(x) and the fraction of electrons outside x, phi - x phi'."""
    y, q = inward.sol(np.log(x) - log_phi0 / 3)
    phi = 144 / x**3 * np.exp(y)
    return phi, phi * (4 - q)


slope0 = -(quad(lambda t: screening(np.exp(t))[0]**1.5 * np.exp(t / 2),
                -15, 15, limit=300, epsrel=1e-9)[0] + 2 * np.exp(-7.5))

# g rises monotonically, so the density at fixed r rises with Z.
assert np.all(inward.sol(np.linspace(-36.9, 0, 3000))[1] > 0)


# ---------- slightly wrong initial slopes give the two other fates ----------
def outward(slope):
    def equation(s, state):          # s = sqrt(x)
        return [2 * s * state[1], 2 * max(state[0], 0.0)**1.5]

    def phi_zero(s, state):
        return state[0]

    def phi_turns(s, state):
        return state[1]

    phi_zero.terminal = phi_turns.terminal = True
    run = solve_ivp(equation, (0, 10), [1.0, slope], rtol=1e-10, atol=1e-12,
                    method="DOP853", events=(phi_zero, phi_turns))
    return [len(found) for found in run.t_events]


assert outward(slope0 * 1.001) == [1, 0]     # phi reaches zero
assert outward(slope0 * 0.999) == [0, 1]     # phi turns upward

# ---------- boundary-value solution with no assumption about the tail -------
t_grid = np.linspace(-12, np.log(1e6), 5001)
step = t_grid[1] - t_grid[0]
x_grid = np.exp(t_grid)
scale = (1 + (x_grid / 144**(1 / 3))**LAM) ** (-3 / LAM)   # only a start
psi = np.ones_like(scale)                                 # phi = scale*psi
psi[0], psi[-1] = 1 / scale[0], 0.0
bands = np.zeros((3, len(psi)))
bands[0, 2:] = (1 / step**2 - 0.5 / step) * scale[2:] / scale[1:-1]
bands[2, :-2] = (1 / step**2 + 0.5 / step) * scale[:-2] / scale[1:-1]
for _ in range(80):
    weight = x_grid**1.5 * np.sqrt(scale * np.maximum(psi, 0))
    bands[1] = -2 / step**2 - 1.5 * weight
    bands[1, 0] = bands[1, -1] = 1.0
    source = -0.5 * weight * psi
    source[0], source[-1] = 1 / scale[0], 0.0
    updated = solve_banded((1, 1), bands, source)
    newton_change = np.max(np.abs(updated - psi))
    psi = updated
    if newton_change < 1e-8:
        break
assert newton_change < 1e-8


def phi_boundary(x):
    return np.exp(np.interp(np.log(x), t_grid[:-1],
                            np.log(scale[:-1] * psi[:-1])))


for x_test in (1.0, 30.0, 1e3, 1e4):
    assert abs(phi_boundary(x_test) / screening(x_test)[0] - 1) < 1e-3
lack = [1 - x**3 * phi_boundary(x) / 144 for x in (3e3, 3e4)]
tail_exponent = -np.log(lack[1] / lack[0]) / np.log(10)
assert 0 < lack[1] < 0.01                     # phi -> 144/x^3
assert abs(tail_exponent - LAM) < 0.03        # next-order tail, finite x


# ---------- physical density, charge and Poisson's equation ----------
def density(r, z):
    phi = screening(r * z**(1 / 3) / BETA)[0]
    return (2 * z * phi / r)**1.5 / (3 * PI**2)


def radius_outside(z, electrons):
    """Radius with the given number of electrons outside it."""
    log_x = brentq(lambda t: np.log(z * screening(np.exp(t))[1] / electrons),
                   np.log(1e-5), np.log(1e8), xtol=1e-12)
    return BETA * z**(-1 / 3) * np.exp(log_x)


Z_HF = 72
b_hf = BETA * Z_HF**(-1 / 3)


def radial_integral(power, lower, upper):
    return quad(lambda t: 4 * PI * np.exp((power + 1) * t)
                * density(np.exp(t), Z_HF), np.log(lower), np.log(upper),
                limit=300, epsabs=1e-10, epsrel=1e-9)[0]


for r_test in (0.3, 3.0):
    inside = radial_integral(2, 3e-7 * b_hf, r_test)
    outside = radial_integral(2, r_test, 1e6 * b_hf)
    phi_here, fraction_here = screening(r_test / b_hf)
    assert abs(inside + outside - Z_HF) < 1e-4
    assert abs(outside / (Z_HF * fraction_here) - 1) < 1e-5
    electrostatic = ((Z_HF - inside) / r_test
                     - radial_integral(1, r_test, 1e6 * b_hf))
    assert abs(electrostatic / (Z_HF * phi_here / r_test) - 1) < 1e-4

half_hf = radius_outside(Z_HF, Z_HF / 2)
edge_hf = radius_outside(Z_HF, 1)
half_9, edge_9 = radius_outside(9, 4.5), radius_outside(9, 1)
assert abs(radial_integral(2, 3e-7 * b_hf, half_hf) - 36) < 1e-4
assert abs(radial_integral(2, edge_hf, 1e6 * b_hf) - 1) < 1e-5
false_edge = edge_9 * (9 / Z_HF)**(1 / 3)

# ---------- limit of very large Z ----------
charges = [9, 20, 40, 72, 100, 1e3, 1e6, 1e9, 1e12, 1e15]
edges = [radius_outside(z, 1) for z in charges]
assert np.all(np.diff(edges) > 0) and edges[-1] < R_LIMIT
assert abs(edges[-1] / R_LIMIT - 1) < 1e-3
assert abs(radius_outside(1e15, 4) * 4**(1 / 3) / R_LIMIT - 1) < 1e-3
assert abs(density(5.0, 1e18) / (243 * PI / (8 * 5.0**6)) - 1) < 1e-3
shortfall = 1 - np.array(edges) / R_LIMIT
z_exponent = np.log(shortfall[-1] / shortfall[-2]) / np.log(1e3)
assert abs(z_exponent + LAM / 3) < 0.003

# ---------- Hf with orbitals: radial Kohn-Sham, local exchange ----------
# Grid uniform in s = sqrt(r); squared eigenvectors are charges per cell.
points = 2000
h = 6.5 / points
s = h * np.arange(1, points + 1)
r = s**2


def radial_orbitals(potential, l, count):
    diagonal = ((1 / h**2 + 0.5 * ((2 * l + 1)**2 - 0.25) / s**2)
                / (4 * s**2) + potential)
    off_diagonal = -0.5 / h**2 / (4 * s[:-1] * s[1:])
    return eigh_tridiagonal(diagonal, off_diagonal, select="i",
                            select_range=(0, count - 1))


for l in (0, 1):
    levels = radial_orbitals(-Z_HF / r, l, 3)[0]
    exact = -Z_HF**2 / (2 * (np.arange(3) + l + 1.0)**2)
    assert np.max(np.abs(levels / exact - 1)) < 2e-3

# Occupations of 1s-6s, 2p-5p, 3d-5d and 4f.
shells = {0: [2] * 6, 1: [6] * 4, 2: [10, 10, 2], 3: [14]}
assert sum(sum(occupation) for occupation in shells.values()) == Z_HF
potential = -np.maximum(Z_HF * screening(r / b_hf)[0], 1) / r
for iteration in range(200):
    cell_charge = np.zeros(points)
    band_energy = 0.0
    for l, occupation in shells.items():
        energies, vectors = radial_orbitals(potential, l, len(occupation))
        cell_charge += vectors**2 @ np.array(occupation, float)
        band_energy += energies @ np.array(occupation, float)
        if l == 0:
            charge_6s = 2 * vectors[:, 5]**2
    n_orbital = cell_charge / (8 * PI * r**2 * s * h)
    over_r = cell_charge / r
    hartree = ((np.cumsum(cell_charge) - cell_charge / 2) / r
               + np.cumsum(over_r[::-1])[::-1] - over_r / 2)
    exchange = -(3 * n_orbital / PI)**(1 / 3)
    new_potential = -Z_HF / r + hartree + exchange
    scf_change = np.max(np.abs(r * (new_potential - potential)))
    if scf_change < 1e-4:
        break
    potential = potential + 0.2 * (new_potential - potential)
assert scf_change < 1e-4

kinetic = band_energy - cell_charge @ potential
potential_energy = cell_charge @ (-Z_HF / r + hartree / 2 + 0.75 * exchange)
virial_ratio = -potential_energy / kinetic
assert abs(virial_ratio - 2) < 5e-3

cell_edges = (s + h / 2)**2
charge_outside = cell_charge.sum() - np.cumsum(cell_charge)


def orbital_radius(electrons):
    return np.interp(electrons, charge_outside[::-1], cell_edges[::-1])


half_ks, edge_ks = orbital_radius(Z_HF / 2), orbital_radius(1)
outside_6s = np.interp(edge_ks, cell_edges,
                       charge_6s.sum() - np.cumsum(charge_6s))
assert abs(half_ks / half_hf - 1) < 0.15      # bulk: close to TF
assert abs(edge_ks / edge_hf - 1) < 0.40      # edge: right size only
assert edge_ks > 1.5 * false_edge             # Z^(-1/3) fails at the edge

# ---------- numbers for the text ----------
print(f"Bohr radius: {BOHR_PM:.4f} pm")
print(f"b Z^(1/3): {BETA:.5f} bohr")
print(f"initial slope phi'(0): {slope0:.5f} (dimensionless)")
print(f"x with half the electrons outside: {half_hf / b_hf:.4f}")
print(f"tail exponent lambda, formula: {LAM:.4f}")
print(f"tail exponent, boundary-value solution: {tail_exponent:.4f}")
print(f"limit of R_1: {R_LIMIT:.4f} bohr = {R_LIMIT * BOHR_PM:.1f} pm")
print("Thomas-Fermi, Z = 9 and Z = 72 (Hf):")
print(f"  b, Z=9: {BETA * 9**(-1 / 3):.4f} bohr; Z=72: {b_hf:.4f} bohr")
print(f"  half-charge radius, Z=9: {half_9:.4f} bohr")
print(f"  half-charge radius, Z=72: {half_hf:.4f} bohr"
      f" = {half_hf * BOHR_PM:.1f} pm")
print(f"  R_1, Z=9: {edge_9:.3f} bohr; x = {edge_9 * 9**(1/3) / BETA:.2f}")
print(f"  R_1, Z=72: {edge_hf:.3f} bohr = {edge_hf * BOHR_PM:.0f} pm;"
      f" x = {edge_hf / b_hf:.2f}")
print(f"  R_1(72)/R_1(9): {edge_hf / edge_9:.3f}")
print(f"  false R_1(72) from Z^(-1/3) scaling: {false_edge:.3f} bohr")
print("Z | half-charge radius (bohr) | R_1 (bohr) | below limit (%)")
for z, edge, gap in zip(charges, edges, shortfall):
    print(f"  {z:.0e} | {radius_outside(z, z / 2):.3e} | {edge:.4f}"
          f" | {100 * gap:.2f}" if z >= 1e3 else
          f"  {z:d} | {radius_outside(z, z / 2):.4f} | {edge:.4f}"
          f" | {100 * gap:.1f}")
print(f"shortfall exponent in Z, computed: {z_exponent:.4f}")
print(f"shortfall exponent in Z, -lambda/3: {-LAM / 3:.4f}")
print("Hf, nonrelativistic Kohn-Sham, Dirac exchange only:")
print(f"  virial ratio -V/T: {virial_ratio:.4f}")
print(f"  half-charge radius: {half_ks:.3f} bohr")
print(f"  R_1: {edge_ks:.2f} bohr = {edge_ks * BOHR_PM:.0f} pm")
print(f"  TF half-charge radius relative to it:"
      f" {100 * (half_hf / half_ks - 1):+.1f} %")
print(f"  TF R_1 relative to it: {100 * (edge_hf / edge_ks - 1):+.0f} %")
print(f"  6s charge beyond R_1: {outside_6s:.2f} electrons of 1")
print("every check passed")
```

Output:

```
Bohr radius: 52.9177 pm
b Z^(1/3): 0.88534 bohr
initial slope phi'(0): -1.58807 (dimensionless)
x with half the electrons outside: 1.8824
tail exponent lambda, formula: 0.7720
tail exponent, boundary-value solution: 0.7697
limit of R_1: 7.3663 bohr = 389.8 pm
Thomas-Fermi, Z = 9 and Z = 72 (Hf):
  b, Z=9: 0.4256 bohr; Z=72: 0.2128 bohr
  half-charge radius, Z=9: 0.8012 bohr
  half-charge radius, Z=72: 0.4006 bohr = 21.2 pm
  R_1, Z=9: 3.207 bohr; x = 7.53
  R_1, Z=72: 4.896 bohr = 259 pm; x = 23.00
  R_1(72)/R_1(9): 1.527
  false R_1(72) from Z^(-1/3) scaling: 1.604 bohr
Z | half-charge radius (bohr) | R_1 (bohr) | below limit (%)
  9 | 0.8012 | 3.2071 | 56.5
  20 | 0.6140 | 3.9581 | 46.3
  40 | 0.4873 | 4.5018 | 38.9
  72 | 0.4006 | 4.8957 | 33.5
  100 | 0.3590 | 5.0923 | 30.9
  1e+03 | 1.667e-01 | 6.0986 | 17.21
  1e+06 | 1.667e-02 | 7.1503 | 2.93
  1e+09 | 1.667e-03 | 7.3298 | 0.50
  1e+12 | 1.667e-04 | 7.3602 | 0.08
  1e+15 | 1.667e-05 | 7.3653 | 0.01
shortfall exponent in Z, computed: -0.2573
shortfall exponent in Z, -lambda/3: -0.2573
Hf, nonrelativistic Kohn-Sham, Dirac exchange only:
  virial ratio -V/T: 1.9997
  half-charge radius: 0.411 bohr
  R_1: 3.97 bohr = 210 pm
  TF half-charge radius relative to it: -2.5 %
  TF R_1 relative to it: +23 %
  6s charge beyond R_1: 0.80 electrons of 1
every check passed
```
